# Ion velocity distribution at the edge of a collisionless plasma slab

## 1. Definitions and conventions

A plasma fills the slab $|x|<L$ and is symmetric about $x=0$. The potential $\Phi$ is zero at the midplane and falls steadily outward. The electron temperature $T_e$ is an energy, $M$ is the mass of a singly charged ion, and

$$\eta=-\frac{e\Phi}{T_e}\ge 0,\qquad c=\sqrt{T_e/M},\qquad u=v/c .$$

The assumptions are:

- Electrons are in Boltzmann equilibrium, $n_e=n_0e^{-\eta}$.
- Ionization creates ions at rest, at a finite rate $S(x)>0$ per unit volume, with $S(-x)=S(x)$.
- Ions then move without collisions in a steady potential.
- The Debye length is vanishingly small compared with $L$, so $n_i=n_e$ inside the slab.

The edge $x=L$ is the place where this quasineutral solution ends. It is the entrance to the sheath, not the wall. The Dawson function will appear repeatedly:

$$D(s)=e^{-s^2}\int_0^s e^{z^2}dz,\qquad D'(s)=1-2sD(s).$$

The second relation follows by differentiating the product.

## 2. From ionization to an integral equation

An ion born at $x'$, where $\eta=\eta'$, reaches $x>x'$ with

$$\tfrac12Mv^2=e[\Phi(x')-\Phi(x)]=T_e(\eta-\eta'),\qquad v=c\sqrt{2(\eta-\eta')} .$$

Ions born in $dx'$ carry a steady flux $S\,dx'$ and so contribute a density $S\,dx'/v$. At $x>0$ the contributing births lie between $0$ and $x$, because ions born at negative $x$ move the other way.

Use $\eta$ as the coordinate and define $G=S\,dx/d\eta$, the number of births per unit $\eta$ and unit area. Quasineutrality becomes

$$n_0e^{-\eta}=\frac1{c\sqrt2}\int_0^\eta\frac{G(t)}{\sqrt{\eta-t}}\,dt. \tag{1}$$

The profile $S(x)$ has disappeared into $G$. Equation (1) therefore fixes $G$ whatever that profile is.

## 3. Solving for the births

Multiply (1) by $1/\sqrt{y-\eta}$ and integrate over $\eta$ from $0$ to $y$. On the right, exchange the order of integration. The inner integral is

$$\int_t^y\frac{d\eta}{\sqrt{(y-\eta)(\eta-t)}}=\int_0^{\pi/2}2\,d\theta=\pi,$$

by the substitution $\eta=t+(y-t)\sin^2\theta$. On the left, put $z=\sqrt{y-\eta}$, so that $d\eta=-2z\,dz$:

$$\int_0^y\frac{e^{-\eta}}{\sqrt{y-\eta}}d\eta=2e^{-y}\int_0^{\sqrt y}e^{z^2}dz=2D(\sqrt y).$$

Hence $2n_0D(\sqrt y)=\pi\Gamma(y)/(c\sqrt2)$, where $\Gamma(y)=\int_0^yG\,dt=\int_0^xS\,dx'$ is the ion flux. Renaming $y$ as $\eta$,

$$\Gamma(\eta)=\frac{2\sqrt2}{\pi}n_0c\,D(\sqrt\eta). \tag{2}$$

Differentiate, using $d\sqrt\eta/d\eta=1/(2\sqrt\eta)$ and $D'=1-2sD$:

$$G(\eta)=\frac{\sqrt2\,n_0c}{\pi}\left[\frac1{\sqrt\eta}-2D(\sqrt\eta)\right]. \tag{3}$$

Near the midplane $D(\sqrt\eta)\approx\sqrt\eta$ and $\Gamma\approx S(0)x$. Equation (2) then gives $\eta\approx[\pi S(0)x/(n_0c)]^2/8$, a smooth parabolic potential.

## 4. Where the plasma ends

Since $S>0$ and $\eta$ rises with $x$, $G$ must be positive. The bracket in (3) equals $D'(\sqrt\eta)/\sqrt\eta$, so the solution stops at the first maximum of $D$:

$$2\sqrt{\eta_s}\,D(\sqrt{\eta_s})=1,\qquad \eta_s=0.8540. \tag{4}$$

There $dx/d\eta=G/S=0$, which means an infinite field on the scale of the slab. Quasineutrality fails in a thin layer around this point.

The behaviour of $G$ just inside is needed below. Write $s=\sqrt\eta$. At the edge $D'=0$, so $D''=-2D-2sD'=-2D=-1/s$, and

$$\frac{d}{d\eta}\frac{D'}{s}=\frac1{2s}\frac{D''}{s}=-\frac1{2s^3}.$$

To leading order, therefore,

$$G\approx k(\eta_s-\eta),\qquad k=\frac{\sqrt2\,n_0c}{2\pi\eta_s^{3/2}}. \tag{5}$$

## 5. The velocity distribution

Let $f_v(v)\,dv$ be the density at the edge of ions with speeds in $dv$. Their flux is $vf_v\,dv$, and it equals the birth rate $G(\eta')|d\eta'|$ in the matching interval. From $v^2=2c^2(\eta_s-\eta')$ we have $|d\eta'|=v\,dv/c^2$, so $f_v=G/c^2$. Changing to $u$ gives $f(u)=cf_v=G/c$:

$$f(u)=\frac{\sqrt2\,n_0}{\pi}\left[\frac1{\sqrt q}-2D(\sqrt q)\right],\quad q=\eta_s-\frac{u^2}2,\quad 0<u<\sqrt{2\eta_s}. \tag{6}$$

This is normalized to density, $\int f\,du=n_s$. Within the model it is the same for every allowed ionization profile. The profile decides where a given potential lies, not how many ions are born per unit potential.

**Slow ions.** With $\eta_s-q=u^2/2$, equation (5) gives

$$f\approx\frac{\sqrt2\,n_0}{4\pi\eta_s^{3/2}}u^2=0.143\,n_0u^2 .$$

Few ions are slow because the potential is steep near the edge, so little ionization happens in the last interval of potential.

**Fast ions.** Let $u_m=\sqrt{2\eta_s}=1.307$. Near it $q\approx u_m(u_m-u)$, and

$$f\approx\frac{\sqrt2\,n_0}{\pi\sqrt{u_m(u_m-u)}} .$$

This peak is integrable. It consists of ions born near the midplane, where the potential is flat and a wide region of births maps into a narrow range of energy.

Between the limits, $f/n_0$ is 0.043 at $u=0.5$, 0.331 at $u=1$ and 1.437 at $u=1.25$.

## 6. Density, flux and energies

Quasineutrality gives $n_s=n_0e^{-\eta_s}=0.4257\,n_0$. Equations (2) and (4) give

$$\Gamma_s=\frac{\sqrt2\,n_0c}{\pi\sqrt{\eta_s}}=0.4871\,n_0c .$$

The mean speed is $\Gamma_s/n_s=1.144\,c$.

For the mean square speed at any $\eta$, note that births in $dt$ contribute density $G\,dt/(cu)$, hence $uG\,dt/c$ to the second moment:

$$P(\eta)=\frac1c\int_0^\eta G(t)\sqrt{2(\eta-t)}\,dt .$$

The integrand vanishes at $t=\eta$, so $dP/d\eta$ is the integral in (1), namely $n_0e^{-\eta}$. Thus $P=n_0(1-e^{-\eta})$, and dividing by the density,

$$\langle u^2\rangle=e^\eta-1, \tag{7}$$

which is 1.349 at the edge. The variance there is only $0.040\,c^2$, so the ions form a rather narrow beam.

The kinetic energy averaged over the flux follows by parts:

$$\frac{\bar E}{T_e}=\frac1{\Gamma_s}\int_0^{\eta_s}G(t)(\eta_s-t)\,dt=\frac1{\Gamma_s}\int_0^{\eta_s}\Gamma(t)\,dt .$$

With $t=s^2$ and $2sD=1-D'$,

$$\int_0^{\eta_s}D(\sqrt t)\,dt=\int_0^{\sqrt{\eta_s}}(1-D')\,ds=\sqrt{\eta_s}-D(\sqrt{\eta_s}).$$

Divide by $D(\sqrt{\eta_s})=1/(2\sqrt{\eta_s})$:

$$\bar E=(2\eta_s-1)T_e=0.708\,T_e. \tag{8}$$

Ions with energy above $E$ were born at $\eta'<\eta_s-E/T_e$. Their share of the flux is therefore $D(\sqrt{\eta_s-E/T_e})/D(\sqrt{\eta_s})$. Setting it to one half gives the median, $0.772\,T_e$. It exceeds the mean because the spectrum has a long tail toward low energy.

## 7. The first step into the sheath

Let the potential variable rise to $\eta_s+\delta$ in a layer so thin that births in it are negligible. Each ion's $u^2$ grows to $u^2+2\delta$ at fixed flux, so

$$n_i=\int_0^{u_m} f(u)\frac{u}{\sqrt{u^2+2\delta}}\,du=\frac1c\int_0^{\eta_s}\frac{G(t)\,dt}{\sqrt{2(\eta_s+\delta-t)}} .$$

As a mathematical identity, (1) also holds at $\eta_s+\delta$ if $G$ is continued by formula (3), where it is negative. Subtract that identity and use (5) with $t=\eta_s+w$:

$$n_i-n_e\approx\frac{k}{c\sqrt2}\int_0^\delta\frac{w\,dw}{\sqrt{\delta-w}}=\frac{k}{c\sqrt2}\,\frac43\delta^{3/2}=\frac{2n_0}{3\pi}\left(\frac{\delta}{\eta_s}\right)^{3/2}. \tag{9}$$

The space charge is positive, as a sheath requires, and has no term linear in $\delta$. The ion and electron densities therefore have equal slopes at $\delta=0$. The ion slope is $-\int f\,u^{-2}du$, which converges because $f\propto u^2$ at low speed. The electron slope is $-n_s$. Hence

$$\langle u^{-2}\rangle=1,$$

the kinetic Bohm condition in its marginal form. The mean speed can exceed $c$ while the condition is just met, because slow ions weigh heavily in $\langle u^{-2}\rangle$.

## 8. The presheath potential in space

A position needs a definite $S$. For **uniform ionization**, $\Gamma=Sx$, and (2) gives at once

$$\frac xL=\frac{D(\sqrt\eta)}{D(\sqrt{\eta_s})} .$$

For **ionization proportional to electron density**, $S=\nu n_0e^{-\eta}$ and $dx=G\,d\eta/S$. With $t=z^2$,

$$\frac{\nu x}{c}=\frac{\sqrt2}{\pi}\int_0^\eta e^t\left[\frac1{\sqrt t}-2D(\sqrt t)\right]dt=\frac{2\sqrt2}{\pi}\int_0^{s}e^{z^2}D'(z)\,dz .$$

Let $F=e^{z^2}D$, so $F'=e^{z^2}$. Integrating by parts three times,

$$\int_0^s e^{z^2}D'dz=F-\int_0^s2zF\,dz,\qquad \int_0^s2zF\,dz=s^2F-\int_0^sz^2e^{z^2}dz,$$

$$\int_0^sz^2e^{z^2}dz=\tfrac12se^{s^2}-\tfrac12F,$$

where $F$ outside an integral is taken at $s$. The sum is $\frac12[(1-2s^2)F+se^{s^2}]$, so

$$\frac{\nu x}{c}=\frac{\sqrt2}{\pi}e^\eta\left[(1-2\eta)D(\sqrt\eta)+\sqrt\eta\right]. \tag{10}$$

At the edge (4) reduces the bracket to $1/(2\sqrt{\eta_s})$, and

$$\frac{\nu L}{c}=\frac{e^{\eta_s}}{\sqrt2\,\pi\sqrt{\eta_s}}=0.5721. \tag{11}$$

This is particle balance: a slab of given size and temperature is steady at one ionization frequency.

## 9. A test without the inversion

The balance $n_i=n_e$ was also solved numerically outward in $x$, cell by cell, without using (2) or (3). In each cell the smallest root for $\eta$ was taken, and the plasma ended where no root remained. With $X=S_*x/(n_0c)$ and $S_*$ a reference rate, three sources were used: $S/S_*=1$, $0.5+2X$ and $e^{-\eta}$. The edge fluxes were 0.4868, 0.4863 and 0.4869 $n_0c$, against 0.4871 from the formula.

For the second source the births found in this way were sorted by their speed at the edge, with $\eta_s$ taken from (4). The densities in $0.6<u<0.9$, $0.9<u<1.2$ and $1.2<u<u_m$ were 0.0388, 0.1380 and 0.2368 $n_0$. Equation (6) gives 0.0388, 0.1380 and 0.2369.

## 10. Example: a low-pressure etching plasma

Take rough parameters for an electron cyclotron resonance etch reactor, with $x$ along a uniform magnetic field, which then exerts no force along $x$: $T_e=8$ eV, ion mass 40 u, $L=4$ cm, $n_0=10^{10}$ cm$^{-3}$, and gas at 0.2 mTorr and 300 K. Ionization is proportional to electron density.

The speed unit is $c=\sqrt{T_e/M}=4.39$ km/s. Then:

- The potential drop to the edge is $0.854\times8=6.83$ V.
- The mean ion energy in the flux is $0.708\times8=5.66$ eV, and the median is 6.18 eV.
- The current density is $e\times0.4871\,n_0c=0.343$ mA/cm².
- The ionization frequency is $0.5721\,c/L=6.28\times10^4$ s$^{-1}$. Divided by the gas density $6.44\times10^{12}$ cm$^{-3}$, it requires a rate coefficient of $9.8\times10^{-9}$ cm³/s.

Half the ion flux lies within 0.65 eV of the upper limit. The quasineutral profile shows why: the potential has fallen by only 0.80 V at $x=1.92$ cm, so many ions are born close to the midplane potential. The same profile falls from $-5.60$ V to $-6.83$ V in the last 0.06 cm. That distance is comparable with the transition layer estimated in Section 11, so the profile there is only nominal.

## 11. What the model leaves out here

**Finite Debye length.** Poisson's equation reads $\lambda_D^2\,d^2\eta/dx^2=(n_i-n_e)/n_0$, with $\lambda_D^2=\varepsilon_0T_e/(n_0e^2)$. Integrating (5) with $S=\nu n_0e^{-\eta_s}$ gives the approach to the edge,

$$L-x\approx\frac c\nu B(\eta_s-\eta)^2,\qquad B=\frac{\sqrt2\,e^{\eta_s}}{4\pi\eta_s^{3/2}} .$$

Let the transition layer have potential scale $\delta$ and thickness $(c/\nu)B\delta^2$. Write (9) as $A\delta^{3/2}$, with $A=2/(3\pi\eta_s^{3/2})$, and $\epsilon=\lambda_D\nu/c$. Balancing the two sides,

$$\frac{\epsilon^2\delta}{B^2\delta^4}\sim A\delta^{3/2},\qquad \delta\sim\left(\frac{\epsilon^2}{AB^2}\right)^{2/9}\propto\left(\frac{\lambda_D}{L}\right)^{4/9}.$$

Although $\lambda_D=0.21$ mm is small beside 4 cm, the weak power gives $\delta\sim0.2$, or between 1 and 2 eV. This is only an order of magnitude: solving Poisson's equation outward with this $\lambda_D$ leaves the drop at $x=L$ about 0.7 V short of 6.83 V and raises the flux to the wall by about 2%, so $\delta$ is best taken as roughly 1 eV. Moving the reference plane across the layer shifts all ion energies by about this amount, and the shape of the spectrum below it is not predicted.

**Gas collisions.** A rough cross section of $10^{-14}$ cm² gives a mean free path of 15.5 cm, and 12.9% of the ions collide before the edge. Suppose these are charge exchanges and the potential is held fixed. Each affected ion can lose at most 6.83 eV, so the mean energy falls by at most $0.129\times6.83=0.88$ eV, about 16% of its value.

**Ion-ion collisions.** With the standard Coulomb relaxation rate, and $M$ times the velocity variance as ion temperature, the ratio of this rate to $\nu$ is 0.035 at the edge and 0.19 at $L/2$. It grows inward. For small $\eta$, (2) and (7) give a variance $(1-8/\pi^2)\eta\,c^2$, which vanishes at the midplane, while the rate varies as temperature to the power $-3/2$. A central region is therefore not collisionless. With these numbers the ratio exceeds 1 for $|x|$ below roughly $0.3L$, where about a third of the ions are born. These figures are rough. The Coulomb logarithm was cut off at the electron Debye length; letting the cold ions screen as well lowers the ratio to about 0.14 at $L/2$ and moves the crossing to about $0.25L$. Also, the spread along $x$ alone was used as the temperature. Averaging over three directions, with the birth temperature included, raises the rate about threefold at $L/2$ and at the edge, and lowers it near the midplane. These ions form the upper peak of the spectrum, so its fine shape is not reliable here.

**Birth temperature.** Thermal births at 0.026 eV spread the upper peak over an energy of that order. With the potential held fixed and no collisions, they weaken its inverse-square-root singularity to a logarithmic one in the energy of motion along $x$, because ions with almost zero energy in that motion linger at the midplane. In the total kinetic energy the transverse thermal motion smooths this further, and the peak is finite.

**Electron tail.** At a floating wall, and with a full Maxwellian tail, equating the electron flux $n_0\sqrt{T_e/(2\pi m_e)}\,e^{-\eta_w}$ to $\Gamma_s$ gives a total drop of 43.2 V. About 0.1% of the midplane electrons would then have enough energy along $x$ to cross it. A full tail is not assured, however. For a rough electron-gas cross section of $10^{-15}$ cm², the electron mean free path is about 1.5 m, far more than the width of the slab, so gas collisions refill the tail only slowly. Unless the microwave heating refills it, the wall drop is smaller than 43.2 V and a larger part of the electron distribution is depleted. Ionization, which relies on fast electrons, is then affected more than the density.

**Radiofrequency bias.** The mean ion residence time is the ion content divided by the loss, $1/\nu=15.9$ µs, or 216 periods at 13.56 MHz. Over most of the presheath the ions thus respond mainly to the averaged potential. The steep end is different: an ion born near the midplane crosses the last 1.2 V of the quasineutral profile in only about 1.4 periods, and in a little over 2 once the finite Debye length has smoothed the profile, so averaging is not assured there. The sheath itself must be treated separately, with (6) as its input. In a steady collisionless sheath every ion gains the same energy, so the 6.83 eV spread survives. An oscillating sheath adds its own spread.

**Beside real reactors.** The chosen temperature is high and the density low for such sources, where a few eV and $10^{11}$ cm$^{-3}$ or more are common. At $10^{11}$ cm$^{-3}$, with the other settings fixed, the ion-ion ratio at $L/2$ rises about ninefold, to between 1 and 2, and (6) loses its basis. At 1 mTorr, again with the rest fixed, the gas mean free path drops to 3.1 cm, less than $L$. Real magnetic fields also often diverge toward the wafer, which a uniform slab omits. The example thus sits near the collisionless end of practical operation, and its ion energies at the plasma edge are best read as uncertain by about 1 eV. The drop to the wall is far less certain, since it depends on the electron tail.

The full set of values is in the numerical output below.

## Computed results

```
Edge eta_s = 0.854033; sqrt(eta_s) = 0.924139
Maximum speed u_max = 1.30693 c
Edge density = 0.42569 n0; flux = 0.48711 n0 c
Mean speed = 1.14427 c
Mean square speed = 1.34910 c^2
Speed variance at edge = 0.03974 c^2
Mean of u^-2 = 1.000000 (dimensionless)
Flux-mean energy = 0.70807 Te
Flux-median energy = 0.77249 Te
Low-speed coefficient f/u^2 = 0.14259 n0
nu L/c for ionization nu n_e = 0.57214 (dimensionless)
f(u=0.25) = 0.00931 n0
f(u=0.50) = 0.04262 n0
f(u=0.75) = 0.12263 n0
f(u=1.00) = 0.33107 n0
f(u=1.25) = 1.43716 n0
f(u=1.30) = 4.65145 n0
March, uniform: edge flux = 0.4868 n0 c
March, wall-weighted: edge flux = 0.4863 n0 c
March, density-weighted: edge flux = 0.4869 n0 c
March, density-weighted: nu L/c = 0.5716
Density, u 0.6-0.900: march 0.0388, formula 0.0388 n0
Density, u 0.9-1.200: march 0.1380, formula 0.1380 n0
Density, u 1.2-1.307: march 0.2368, formula 0.2369 n0
Input Te = 8.0 eV; ion mass = 40.0 u
Input L = 4.0 cm; n0 = 1.00e+10 cm^-3
Input gas: 0.20 mTorr, 300 K
Input collision cross section = 1.0e-14 cm^2
Input bias frequency = 13.56 MHz
c = 4.393 km/s; maximum = 5.741 km/s
Plasma potential drop = 6.832 V
Mean ion energy in flux = 5.665 eV
Median ion energy in flux = 6.180 eV
Edge density = 4.257e+09 cm^-3
Ion current density = 0.3428 mA/cm^2
Ionization frequency = 6.283e+04 s^-1
Gas density = 6.438e+12 cm^-3
Needed ionization coefficient = 9.76e-09 cm^3/s
Potential -0.80 V at x = 1.923 cm
Potential -2.40 V at x = 3.092 cm
Potential -4.00 V at x = 3.669 cm
Potential -5.60 V at x = 3.942 cm
Ion-neutral mean free path = 15.53 cm
Ions colliding with gas before edge = 12.9 %
Debye length at midplane = 210.3 um
Transition-layer scale = 0.165 Te = 1.32 eV
Ion-ion / ionization rate at edge = 0.035
Ion-ion / ionization rate at L/2 = 0.190
Ion spread M*var(v): edge 0.318 eV, L/2 0.160 eV
Birth temperature = 0.0259 eV
Floating wall drop from midplane = 43.19 V
Electron fraction above wall barrier = 0.102 %
Mean ion residence = 15.92 us = 216 rf periods
```
